# Vertical current spreading and the transfer length of a finite-thickness film contact: a numerical check

```python
"""Vertical spreading correction to the transfer length of a film contact.

Result under test: L^2 = L0^2 + r t^2, with r -> 1/3 for a thin film, and
L^2 = L0^2 + t^2/3 + t^4/(45 L0^2) + ...
t    film thickness; bottom face insulating
ell  contact resistivity divided by film resistivity (a length)
L0   transfer length of the one-dimensional model, L0^2 = ell t
L    true decay length of the slowest mode under the contact
b    t/ell = t^2/L0^2
g_n  roots of g tan(g) = b, so that L = t/g_0
X    intercept length: contact resistance * width / sheet resistance
Energies are electrochemical, measured from the metal Fermi level.
"""
import numpy as np
from numpy.polynomial import legendre
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import diags, kron, csc_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import zeta


def decay_length_variational(b, size=9):
    """L/t from diagonalization across the film in even polynomials."""
    nodes, weights = legendre.leggauss(40)
    s, w = 0.5 * (nodes + 1), 0.5 * weights
    value, slope, top = [], [], []
    for m in range(size):
        c = np.zeros(2 * m + 1)
        c[-1] = 1.0
        value.append(legendre.legval(s, c))
        slope.append(legendre.legval(s, legendre.legder(c)) * np.ones_like(s))
        top.append(legendre.legval(1.0, c))
    value, slope, top = map(np.array, (value, slope, top))
    mass = (value * w) @ value.T
    stiffness = (slope * w) @ slope.T + b * np.outer(top, top)
    return 1 / np.sqrt(eigh(stiffness, mass, eigvals_only=True)[0])


def mode_root(n, b):
    """Root g_n of g tan(g) = b, written without poles."""
    return brentq(lambda g: g * np.sin(g) - b * np.cos(g),
                  n * np.pi, (n + 0.5) * np.pi, xtol=1e-13)


def intercept_from_roots(b, count=400):
    """X/t from the sum over film modes."""
    edge = sum(1 / mode_root(n, b) - 1 / (n * np.pi)
               for n in range(1, count + 1))
    return 1 / mode_root(0, b) + edge


def line_matrices(cells, h):
    """Stiffness and cell widths of a line with closed ends."""
    main = np.full(cells + 1, 2.0)
    main[[0, -1]] = 1.0
    off = -np.ones(cells)
    width = np.full(cells + 1, h)
    width[[0, -1]] = h / 2
    return diags([off, main, off], [-1, 0, 1]) / h, width


def solve_film(b, per_t=32, left=3, right=24):
    """Two-dimensional finite-volume solution, lengths in units of t.

    Unit mean energy gradient is driven in at the far left end."""
    h = 1 / per_t
    kx, wx = line_matrices((left + right) * per_t, h)
    kz, wz = line_matrices(per_t, h)
    edge = left * per_t
    contact = wx.copy()
    contact[:edge] = 0
    contact[edge] = h / 2
    top = np.zeros(per_t + 1)
    top[-1] = 1
    matrix = (kron(kx, diags(wz)) + kron(diags(wx), kz)
              + b * kron(diags(contact), diags(top)))
    source = np.zeros((len(wx), len(wz)))
    source[0] = wz
    energy = spsolve(csc_matrix(matrix), source.ravel()).reshape(source.shape)
    return energy, energy @ wz, edge, per_t, left


# Thin-film coefficients and the limit of a perfect interface
b_small = 0.02
L2_small = decay_length_variational(b_small) ** 2
r_small = L2_small - 1 / b_small
next_coefficient = (r_small - 1 / 3) / b_small
assert abs(r_small - 1 / 3) < 6e-4
assert abs(next_coefficient * 45 - 1) < 0.01
r_perfect = decay_length_variational(1e6) ** 2 - 1e-6
assert abs(r_perfect - 4 / np.pi ** 2) < 1e-5

# r rises with b and stays between its two limits
scan = np.array([0.05, 0.2, 1.0, 5.0, 50.0, 1000.0])
r_scan = np.array([decay_length_variational(x) ** 2 - 1 / x for x in scan])
assert np.all(np.diff(r_scan) > 0)
assert r_scan[0] > 1 / 3 and r_scan[-1] < 4 / np.pi ** 2

# Worked example, lengths in angstrom and energies in eV
t, ell = 300.0, 1200.0
b = t / ell
L0 = np.sqrt(ell * t)
g = mode_root(0, b)
L = t / g
r = 1 / g ** 2 - 1 / (g * np.tan(g))
L_third = np.sqrt(L0 ** 2 + t ** 2 / 3)
L_next = np.sqrt(L0 ** 2 + t ** 2 / 3 + t ** 4 / (45 * L0 ** 2))
assert abs(L / t - decay_length_variational(b)) < 1e-9
assert abs(L ** 2 - L0 ** 2 - r * t ** 2) < 1e-6

# The full two-dimensional solution: decay, depth profile, intercept
energy, mean, edge, per_t, left = solve_film(b)
i4, i6, i8 = (edge + k * per_t for k in (4, 6, 8))
L_film = 4 * t / np.log(mean[i4] / mean[i8])
r_film = (mean[i6] / energy[i6, -1] - 1) / b
X_film = (mean[0] - left) * t
X = intercept_from_roots(b) * t
assert abs(L_film - L) / t < 3e-4
assert abs(r_film - r) < 1e-3
assert abs(energy[i6, -1] / mean[i6] - g / np.tan(g)) < 3e-4
assert abs(energy[i6, 0] / mean[i6] - g / np.sin(g)) < 3e-4
assert abs(X_film - X) / t < 3e-4

# Intercept formula again where the edge effect is larger
b_thick = 2.0
_, mean_thick, _, _, left_thick = solve_film(b_thick)
X_thick_film = mean_thick[0] - left_thick
X_thick = intercept_from_roots(b_thick)
L_thick = 1 / mode_root(0, b_thick)
assert abs(X_thick_film - X_thick) < 1e-3

# Leading edge coefficient of X - L in units of t^3/L0^2
b_edge = 0.01
edge_number = (intercept_from_roots(b_edge) - 1 / mode_root(0, b_edge)) / b_edge
edge_formula = -zeta(3) / np.pi ** 3
assert abs(edge_number / edge_formula - 1) < 0.01

mean_energy = 0.0100
top_energy = mean_energy * g / np.tan(g)
bottom_energy = mean_energy * g / np.sin(g)
bohr = constants.physical_constants["Bohr radius"][0] * 1e10

print("COEFFICIENTS (dimensionless)")
print(f"b used for thin-film test: {b_small:.2f}")
print(f"r from diagonalization at this b: {r_small:.6f}")
print(f"(r - 1/3)/b: {next_coefficient:.5f}; 1/45 = {1/45:.5f}")
print(f"r for nearly perfect interface: {r_perfect:.5f}")
print(f"4/pi^2: {4/np.pi**2:.5f}")
print(f"edge coefficient from root sum, b=0.01: {edge_number:.5f}")
print(f"-zeta(3)/pi^3: {edge_formula:.5f}")
print("WORKED EXAMPLE")
print(f"thickness t: {t:.1f} angstrom")
print(f"ell = rho_c/rho: {ell:.1f} angstrom")
print(f"b = t/ell: {b:.4f}")
print(f"root g_0: {g:.6f}")
print(f"r: {r:.5f}")
print(f"L0^2: {L0**2:.1f} angstrom^2")
print(f"t^2/3: {t**2/3:.1f} angstrom^2")
print(f"t^4/(45 L0^2): {t**4/(45*L0**2):.1f} angstrom^2")
print(f"L^2 from root: {L**2:.1f} angstrom^2")
print(f"L0: {L0:.3f} angstrom")
print(f"L with one-third term: {L_third:.3f} angstrom")
print(f"L with next term too: {L_next:.3f} angstrom")
print(f"L from root: {L:.3f} angstrom = {L/bohr:.2f} bohr")
print(f"L from 2D solution: {L_film:.3f} angstrom")
print(f"r from 2D solution: {r_film:.5f}")
print(f"intercept X from root sum: {X:.3f} angstrom")
print(f"intercept X from 2D solution: {X_film:.3f} angstrom")
print(f"X - L from root sum: {X-L:.3f} angstrom")
print(f"leading edge estimate of X - L: {edge_formula*t*b:.3f} angstrom")
print(f"inferred rho_c/rho = L^2/t: {L**2/t:.2f} angstrom")
print(f"relative excess of inferred rho_c: {100*(L**2/t/ell-1):.2f} percent")
print(f"mean energy in cross-section: {mean_energy:.4f} eV")
print(f"top energy there: {top_energy:.6f} eV")
print(f"bottom energy there: {bottom_energy:.6f} eV")
print("THICK-FILM CHECK, b = 2, lengths in units of t")
print(f"L: {L_thick:.4f}; X root sum: {X_thick:.4f}; X 2D: {X_thick_film:.4f}")
print("THICKNESS SERIES at ell = 1200 angstrom; all lengths in angstrom")
print("t, L0, L one-third, L diagonalized, error of one-third (percent)")
for thick in (100.0, 300.0, 600.0, 1200.0, 2400.0, 12000.0):
    plain = np.sqrt(ell * thick)
    third = np.sqrt(plain ** 2 + thick ** 2 / 3)
    full = thick * decay_length_variational(thick / ell)
    print(f"{thick:.0f}, {plain:.2f}, {third:.2f}, {full:.2f}, "
          f"{100*(third/full-1):.4f}")
print("success")
```

Running it gives:

```
COEFFICIENTS (dimensionless)
b used for thin-film test: 0.02
r from diagonalization at this b: 0.333776
(r - 1/3)/b: 0.02212; 1/45 = 0.02222
r for nearly perfect interface: 0.40528
4/pi^2: 0.40528
edge coefficient from root sum, b=0.01: -0.03870
-zeta(3)/pi^3: -0.03877
WORKED EXAMPLE
thickness t: 300.0 angstrom
ell = rho_c/rho: 1200.0 angstrom
b = t/ell: 0.2500
root g_0: 0.480094
r: 0.33857
L0^2: 360000.0 angstrom^2
t^2/3: 30000.0 angstrom^2
t^4/(45 L0^2): 500.0 angstrom^2
L^2 from root: 390471.3 angstrom^2
L0: 600.000 angstrom
L with one-third term: 624.500 angstrom
L with next term too: 624.900 angstrom
L from root: 624.877 angstrom = 1180.85 bohr
L from 2D solution: 624.878 angstrom
r from 2D solution: 0.33850
intercept X from root sum: 622.094 angstrom
intercept X from 2D solution: 622.048 angstrom
X - L from root sum: -2.783 angstrom
leading edge estimate of X - L: -2.908 angstrom
inferred rho_c/rho = L^2/t: 1301.57 angstrom
relative excess of inferred rho_c: 8.46 percent
mean energy in cross-section: 0.0100 eV
top energy there: 0.009220 eV
bottom energy there: 0.010395 eV
THICK-FILM CHECK, b = 2, lengths in units of t
L: 0.9286; X root sum: 0.8728; X 2D: 0.8721
THICKNESS SERIES at ell = 1200 angstrom; all lengths in angstrom
t, L0, L one-third, L diagonalized, error of one-third (percent)
100, 346.41, 351.19, 351.21, -0.0074
300, 600.00, 624.50, 624.88, -0.0604
600, 848.53, 916.52, 918.45, -0.2112
1200, 1200.00, 1385.64, 1394.81, -0.6572
2400, 1697.06, 2190.89, 2228.67, -1.6953
12000, 3794.73, 7899.37, 8398.24, -5.9403
success
```
